# Positive highest eigenvalues of H⁻ and F⁻ with semilocal functionals

## Question

H⁻ and F⁻ are stable ions: removing an electron costs energy. Yet a calculation with LDA, PBE or TPSS in an ordinary Gaussian basis gives their highest occupied orbital a positive eigenvalue, as if the last electron were not bound. Where does the positive sign come from, where is the barrier that holds such an electron, and why does the calculation converge as though nothing were wrong?

## Answer

### The last electron repels itself

Take an atomic anion with nuclear charge $Z$ and $N=Z+1$ electrons. An electron far from the nucleus should feel the nucleus and the *other* $N-1=Z$ electrons. Their charges cancel, so no Coulomb tail should remain.

In Kohn-Sham theory the Hartree potential comes from the whole density, including that of the electron in question. The far electron therefore meets $N$ electrons, one too many. The exchange-correlation potential has to remove the excess. The LDA potential is a function of the density at the same point and vanishes with it, so far out, where there is almost no density, it cannot cancel a $1/r$ term. The excess repulsion survives there. This is derived below for LDA; for PBE and TPSS only the eigenvalues are computed.

To make this quantitative I use non-relativistic theory and Hartree atomic units: energies in hartree, lengths in bohr. Both ions have closed shells, so their density $n(r)$ is spherical. The effective potential is

$$v_s(r)=-\frac Zr+v_H(r)+v_{xc}(r).$$

Let $Q(r)=\int_0^r4\pi s^2n(s)\,ds$ be the number of electrons inside radius $r$. A charged shell acts outside itself as a point charge and gives a constant potential inside itself, so

$$v_H(r)=\frac{Q(r)}r+\int_r^\infty4\pi s\,n(s)\,ds .$$

For a localized density $Q\to N$ and the integral vanishes faster than $1/r$. Hence $v_H\to N/r$.

In LDA the exchange energy is $-\tfrac34(3/\pi)^{1/3}\int n^{4/3}d^3r$. Its derivative with respect to the density is

$$v_x=-\left(\frac{3n}{\pi}\right)^{1/3}.$$

If $n$ falls as $e^{-2\kappa r}$, then $v_x$ falls as $e^{-2\kappa r/3}$. This is slower than the density, but still exponential. LDA correlation also vanishes with the density. Therefore

$$r\,v_s(r)\to-Z+N=+1 .$$

The exact potential has $v_{xc}\to-1/r$, which removes this tail. H⁻ shows the mechanism for exchange. Its two electrons share one orbital $\varphi$, so $n=2\varphi^2$. Let $E_H$ be the Hartree energy of $n$. It is quadratic in the density, so each electron, with density $n/2$, has self-repulsion $E_H/4$. Removing it for both gives $E_x=-E_H/2$, hence $v_x=-v_H/2\to-\tfrac12(2/r)=-1/r$.

### Where the barrier is

Write an orbital as $\varphi=[u(r)/r]\,Y_{lm}$. Since

$$\nabla^2\!\left(\frac ur Y_{lm}\right)=\frac1r\left[u''-\frac{l(l+1)}{r^2}u\right]Y_{lm},$$

the Kohn-Sham equation becomes

$$-\tfrac12u''+w_l\,u=\varepsilon u,\qquad w_l=v_s+\frac{l(l+1)}{2r^2}.$$

The highest orbital is 1s in H⁻, with $l=0$, and 2p in F⁻, with $l=1$.

Near the nucleus $v_s$ is attractive; far away it is $+1/r$. It must therefore rise through zero, reach a maximum and fall back to zero from above. To locate the maximum, differentiate $v_H$:

$$v_H'=\frac{Q'}r-\frac Q{r^2}-4\pi rn=-\frac Q{r^2},$$

because $Q'=4\pi r^2n$ makes the first and last terms cancel. At the top of the bare barrier $v_s'=0$, which gives

$$v_{xc}'(r)=\frac{Q(r)-Z}{r^2}.$$

Two opposing slopes balance there. The excess charge already enclosed pushes outward, so the electrostatic potential falls with $r$. The exchange-correlation attraction weakens with $r$, so $v_{xc}$ rises. In the p channel the right side gains $l(l+1)/r^3$, which moves the maximum.

The computed LDA potentials use Slater exchange and PW92 correlation. The basis is the s part of aug-cc-pVQZ for H⁻ and its s and p parts for F⁻; a spherical potential does not mix in higher angular momenta.

- **H⁻:** the maximum is at $r=3.97$, with height $0.0950$. The eigenvalue is $0.0590$, which is $0.0360$ below the top.
- **F⁻:** the bare maximum is at $r=3.85$, with height $0.1327$. With the centrifugal term it is at $r=2.19$, with height $0.2631$. The eigenvalue is $0.0487$.

At the F⁻ maximum the centrifugal term is $1/2.19^2=0.209$, so it supplies most of the height. The Coulomb part would still form a barrier above the level without it.

The outer edge of the forbidden region can be estimated from the tail alone. For H⁻, $1/r=\varepsilon$ gives $r=1/0.0590=16.9$; the full potential gives $16.29$. For F⁻, $1/r+1/r^2=\varepsilon$ means $\varepsilon r^2-r-1=0$, so

$$r=\frac{1+\sqrt{1+4\varepsilon}}{2\varepsilon}=\frac{1+\sqrt{1.195}}{0.0974}=21.5,$$

in agreement with the computed $21.48$. The barriers begin at $2.37$ in H⁻ and $1.26$ in F⁻.

Beyond the outer edge $\varepsilon>w_l$, and $u''=-2(\varepsilon-w_l)u$ makes $u$ oscillate. A positive level is thus not a bound state of this potential. It is a quasi-bound state, kept in place by the barrier and able to tunnel out.

### Self-interaction accounts for the sign

The cause can be tested by removing it. Let $n_i=\varphi_i^2$ be the density of one electron in the highest orbital. Its own contribution to its potential is $v_H[n_i]+v_{xc}[n_i,0]$, where the zero says that the other spin is absent. A single electron should feel neither term, and in an exact theory they would cancel. With the orbital frozen, the corrected level is

$$\varepsilon_i^{\rm corr}=\varepsilon_i-\int n_i\,v_H[n_i]\,d^3r-\int n_i\,v_{xc}[n_i,0]\,d^3r .$$

There is no factor $\tfrac12$, because this is an orbital energy and not a total energy. For F⁻ the 2p density is replaced by its spherical average, an approximation; with the density of a single real p orbital the corrected level is $-0.21$ instead of the $-0.24$ below, with the same sign. The numbers are

$$\text{H}^-:\quad0.0590-0.3764+0.2412=-0.076,$$
$$\text{F}^-:\quad0.0487-0.7432+0.4552=-0.239 .$$

The semilocal functional cancels part of the self-repulsion, but leaves $0.135$ in H⁻ and $0.288$ in F⁻. Both remainders are larger than the positive eigenvalue, so removing them changes the sign.

The barrier goes too. In H⁻ the total Hartree potential is $2v_H[n_i]$. LDA exchange for one spin depends on that spin's density alone, so the exchange terms cancel in the subtraction. What remains is

$$-\frac1r+v_H[n_i]+\big(v_c[n]-v_c[n_i,0]\big).$$

One electron's cloud cannot repel more strongly at $r$ than a unit charge at the centre, so $v_H[n_i]\le1/r$. The numerical check confirms for both ions that the full corrected $v_s$ has no positive part above $10^{-4}$ hartree. The 2p electron still has its centrifugal term, which is no self-interaction error.

Hartree-Fock offers a separate comparison, since its exchange cancels each orbital's Coulomb self-interaction. In the same bases it gives $-0.0459$ for H⁻ and $-0.1810$ for F⁻. Its eigenvalue omits both correlation and the relaxation of the remaining electrons when one is removed, so these values are not exact affinities with the sign changed. The semilocal eigenvalues are all positive:

| Ion | LDA | PBE | TPSS |
|---|---:|---:|---:|
| H⁻ | 0.0590 | 0.0628 | 0.0622 |
| F⁻ | 0.0487 | 0.0560 | 0.0568 |

Gradients, and in TPSS the kinetic-energy density, do not cure the problem here. The barriers above were computed for LDA only.

### A positive eigenvalue beside a positive affinity

The same LDA calculations give positive electron affinities. To see how both can hold, let the last electron have occupation $f$, from $f=0$ in the neutral atom to $f=1$ in the anion. With real orbitals,

$$E=\sum_i f_i\int\varphi_i\left(-\tfrac12\nabla^2\right)\varphi_i\,d^3r+G[n],\qquad n=\sum_i f_i\varphi_i^2,$$

where $G$ collects the nuclear, Hartree and exchange-correlation energies, so that $\delta G/\delta n=v_s$. Write $\hat h=-\tfrac12\nabla^2+v_s$. When $f$ changes, $E$ changes directly and through the orbitals:

$$\frac{dE}{df}=\int\varphi\,\hat h\,\varphi\,d^3r+\sum_i2f_i\int\frac{d\varphi_i}{df}\,\hat h\,\varphi_i\,d^3r .$$

The first integral is $\varepsilon$. In the second, $\hat h\varphi_i=\varepsilon_i\varphi_i$, so each term is $f_i\varepsilon_i\,\frac{d}{df}\int\varphi_i^2\,d^3r$. This is zero because the orbitals stay normalized. The result is Janak's theorem,

$$\frac{dE}{df}=\varepsilon(f).$$

For F the added charge is shared equally by three degenerate p orbitals, and the same result holds.

Integrating from 0 to 1 gives the affinity:

$$A=E(0)-E(1)=-\int_0^1\varepsilon(f)\,df .$$

Now add and subtract $\varepsilon(1)$ under the integral:

$$\varepsilon(1)=-A+\int_0^1[\varepsilon(1)-\varepsilon(f)]\,df .$$

The affinity is set by the *average* level during filling, the anion's eigenvalue by its *final* value. Self-repulsion grows as the orbital fills and pushes the level up. The final level is positive when the second term exceeds $A$.

For the exact functional a fractional charge represents a statistical mixture of the neutral atom and the anion. Then $E(f)=(1-f)E(0)+fE(1)$, the slope is $-A$ throughout, and the second term vanishes.

Spin-polarized LDA, with a spherical neutral F atom, gives these values:

| Quantity | H | F |
|---|---:|---:|
| $A$ | 0.0341 | 0.1522 |
| $\varepsilon(1/2)$ | −0.0310 | −0.1445 |
| $\varepsilon(1)$ | +0.0590 | +0.0487 |

In electronvolts the affinities are $0.93$ and $4.14$, and the final eigenvalues are $+1.61$ and $+1.33$. The second term is $0.0590+0.0341=0.0931$ hartree for H⁻ and $0.0487+0.1522=0.2009$ hartree for F⁻. The half-filled level lies near $-A$ in both cases; the fully filled one does not.

These digits belong to the basis. With aug-cc-pVTZ, aug-cc-pV5Z and aug-cc-pVQZ plus one more diffuse set, $\varepsilon(1)$ is $0.0603$, $0.0567$ and $0.0480$ for H⁻ and $0.0503$, $0.0469$ and $0.0432$ for F⁻; the outer edge of the barrier, set by the tail estimates above, moves with it. The affinity moves less, between $0.0339$ and $0.0352$ for H and between $0.1522$ and $0.1529$ for F. The signs do not change.

This also shows when the sign would be different. A singly charged anion whose affinity exceeds the second term keeps a negative semilocal eigenvalue, despite the wrong $+1/r$ tail.

### The complete basis has a different ground state

If $\varepsilon(1)>0$, the last bit of charge was added at a cost in energy. The energy falls if it is taken away again, until the occupation $f_c$ at which $\varepsilon(f_c)=0$. The computed values are $f_c=0.650$ for H⁻ and $0.860$ for F⁻.

The electron number must still be $N$, so the charge $q=1-f_c$ has to go somewhere. Spread it over a region of size $R$ at a distance of order $R$. Its kinetic energy scales as $q/R^2$. Its repulsion from the ion, and from itself, scales as $1/R$. Its density is of order $q/R^3$, so its LDA exchange energy scales as

$$\left(\frac q{R^3}\right)^{4/3}R^3=\frac{q^{4/3}}R .$$

Its correlation energy per electron vanishes with the density. As $R\to\infty$ the cost tends to zero, and the total energy approaches $E(f_c)$, below $E(1)$. The integer anion is therefore not the LDA minimum in unlimited space. $E(f_c)$ is an upper bound to the lowest energy there, not its value. For a fraction of an electron the exchange-correlation attraction, whose exchange part scales as $q^{4/3}/R$, can outweigh the self-repulsion, of order $q^2/R$, so the escaped charge can bind itself into a cloud far from the ion. For $q=0.35$ such a cloud has a mean radius of about 12 bohr and an LDA energy of $-0.003$ hartree.

The gain is

$$E(1)-E(f_c)=\int_{f_c}^1\varepsilon(f)\,df .$$

Treating $\varepsilon$ as a straight line from zero gives the area of a triangle:

$$\text{H}^-:\ \tfrac12(0.350)(0.0590)=0.0103,\qquad\text{F}^-:\ \tfrac12(0.140)(0.0487)=0.0034 .$$

The computed gains are $0.0109$ and $0.0035$. Over the other three bases named above they range from $0.0097$ to $0.0110$ and from $0.0030$ to $0.0036$, while $f_c$ stays at $0.650$–$0.651$ for H⁻ and moves from $0.859$ to $0.865$ for F⁻. The fractional escape is a failure of the functional, not a prediction about real ions.

### How the finite basis hides it

The states that would receive the escaping charge lie outside the barrier. To exhibit them, freeze the LDA potential of the anion and solve the radial equation inside a hard sphere. In a sphere of radius 12 the lowest s level for H⁻ is $0.0594$ and the lowest p level for F⁻ is $0.0483$, close to the Gaussian eigenvalues. In a sphere of radius 200 the lowest level is $0.0069$ for both, and to the printed precision its whole weight lies beyond the barrier top. The positive level found in the small space is no longer the lowest of its symmetry.

A compact Gaussian basis acts like the small sphere. Its matrix equation returns normalizable orbitals whatever the sign of their energies, and the lowest ones are filled. If no basis function reaches past the barrier, the outside states are missing and the electron has nowhere to go.

How far a basis reaches can be estimated from its smallest exponent $\alpha$. An s Gaussian has $u\propto re^{-\alpha r^2}$, and

$$u'\propto(1-2\alpha r^2)e^{-\alpha r^2}=0$$

puts its peak at $r=1/\sqrt{2\alpha}$. The next table follows H⁻ in LDA as ever more diffuse s functions are added. The energy is minimized directly, with separate orbitals for the two spins; $\varepsilon$ is the higher of the two levels.

| Smallest $\alpha$ | Peak $r$ | $E$ | $\varepsilon$ | Electrons in $r<30$ |
|---:|---:|---:|---:|---:|
| $4.19\times10^{-2}$ | 3.5 | −0.5099 | 0.0716 | 2.000 |
| $1.68\times10^{-2}$ | 5.5 | −0.5134 | 0.0535 | 2.000 |
| $6.71\times10^{-3}$ | 8.6 | −0.5142 | 0.0449 | 2.000 |
| $1.07\times10^{-3}$ | 22 | −0.5190 | 0.0150 | 1.730 |
| $6.87\times10^{-5}$ | 85 | −0.5228 | 0.0028 | 1.653 |
| $1.76\times10^{-6}$ | 533 | −0.5236 | 0.0004 | 1.651 |

In the first three bases both electrons stay within 30 bohr; how much charge lies between the barrier and that radius is not resolved. The energy changes by only $0.0008$ between the second and third, which looks like convergence. The next basis adds two functions, the more diffuse peaking at 22, about where the tail estimate puts the outer edge of the barrier for the level of the third row, $1/0.0449\approx22$, with much of its weight farther out. Now $2-1.730=0.270$ electron lies beyond 30 bohr, and the energy drops by a further $0.0048$. In the most diffuse basis the eigenvalue is almost zero and $1.651$ electrons remain within 30 bohr. Fractional filling predicted $1+f_c=1.650$ by a separate calculation. The energies agree as well: $-0.5236$ from both.

The eigenvalue already falls in the first three rows, before any charge passes 30 bohr. In these rows the two spin orbitals coincide; what changes is how far the common orbital can spread within that radius. The spins separate in the later rows, where charge escapes.

The basis thus does two things at once. It confines the electron, which makes the positive eigenvalue visible, and it hides what that eigenvalue means, namely that the functional would rather release charge. The affinity $A=0.0341$ of H belongs to the confined anion. Measured from the same neutral atom, the energy approached by letting charge spread out in s functions centred on the nucleus would give $0.0341+0.0109=0.0450$; a basis able to hold the self-bound cloud far from the ion would add about $0.003$ more. A stable result over several compact bases is therefore no proof of the complete-basis limit. The sign of the eigenvalue is the warning, and adding functions that reach beyond the barrier is the test, carried out here for H⁻ only. With one orbital for both spins charge also escapes, but less of it: $0.28$ electron instead of $0.35$ at $\alpha=6.87\times10^{-5}$, so the agreement with $f_c$ needs separate spin orbitals.

### What changes the conclusion

The tail shows which remedies address the cause. If a global hybrid replaces a fraction $a$ of semilocal exchange by exact exchange, the far orbital feels $+1/r-a/r=(1-a)/r$. The barrier tail is weakened, and it vanishes for $a=1$. Whether the eigenvalue is negative for a smaller $a$ depends on the whole potential and has to be computed.

The charge of the system matters too. For a neutral atom $N=Z$, and the LDA potential has no $1/r$ tail, although the exact one has $-1/r$. For a doubly charged anion $N=Z+2$, and even a potential free of self-interaction tends to $(N-1-Z)/r=+1/r$. A Coulomb barrier is then real physics. In H⁻ and F⁻ the $+1/r$ tail is the repulsion of an electron by itself.

## Computed results

```
--- H-, energies in hartree, lengths in bohr
eps: LDA +0.0590, PBE +0.0628, TPSS +0.0622, HF -0.0459
LDA eps from radial integrals: +0.0590
r*v at r = 30: 1.0000
bare barrier: r 3.97, height 0.0950
barrier with centrifugal term: r 3.97, height 0.0950, height - eps +0.0360
forbidden region from 2.37 to 16.29
self-Hartree 0.3764, self-xc -0.2412, corrected eps -0.0763
lowest l=0 level: sphere 12 0.0594, sphere 200 0.0069
weight beyond barrier top, sphere 200: 1.00000
A 0.0341 hartree = 0.927 eV; eps(1) = +1.605 eV
eps(1/2) -0.0310, dE/df at 1/2 -0.0310
f_c 0.650, E(1) - E(f_c) 0.01087
--- F-, energies in hartree, lengths in bohr
eps: LDA +0.0487, PBE +0.0560, TPSS +0.0568, HF -0.1810
LDA eps from radial integrals: +0.0487
r*v at r = 30: 1.0000
bare barrier: r 3.85, height 0.1327
barrier with centrifugal term: r 2.19, height 0.2631, height - eps +0.2143
forbidden region from 1.26 to 21.48
self-Hartree 0.7432, self-xc -0.4552, corrected eps -0.2392
lowest l=1 level: sphere 12 0.0483, sphere 200 0.0069
weight beyond barrier top, sphere 200: 1.00000
minus integral of eps(f), Simpson: 0.1522
A 0.1522 hartree = 4.143 eV; eps(1) = +1.326 eV
eps(1/2) -0.1445, dE/df at 1/2 -0.1445
f_c 0.860, E(1) - E(f_c) 0.00345
--- H-, LDA, nested Gaussian bases
smallest exponent (bohr^-2), E, eps (hartree), electrons r<30 bohr
4.19e-02  -0.50987  +0.07156  2.000
1.68e-02  -0.51341  +0.05345  2.000
6.71e-03  -0.51418  +0.04494  2.000
1.07e-03  -0.51902  +0.01500  1.730
6.87e-05  -0.52275  +0.00279  1.653
1.76e-06  -0.52356  +0.00037  1.651
fractional filling predicts 1.650 electrons, E -0.52361
```
